**Piezo-Hall coefficient of n-silicon, stress and field along [001]**

For constant relaxation time and fixed electron density, the program tests $P=d\ln|R_H|/dX=-\frac23\frac{(K-1)^2}{(K+2)(2K+1)}\frac{\Xi_u(s_{11}-s_{12})}{k_BT}$. Here $X$ is the stress (tension positive), $K=m_l/m_t$ the mass ratio, $\Xi_u$ the shear deformation potential, and $s_{11}$, $s_{12}$ are elastic compliances. The reference side integrates electron orbits over a thermal distribution, takes populations from Fermi statistics, inverts the conductivity tensor and differentiates numerically in stress. The program asserts agreement for $P$, for $\pi_{11}$ and $\pi_{12}$, for stress along $x$ and biaxial stress, for the Hall factor at finite stress, and for the response to valley-dependent relaxation times. It also asserts that a common energy-dependent relaxation time changes the Hall factor but not $P$. For the example, the output gives $P=-0.459$ GPa$^{-1}$ and a Hall-voltage change of $-2.3\,\%$ at 50 MPa. A simple model of stress-dependent intervalley scattering enlarges $P$ by factors of 1.4 to 1.9 for the three couplings tried, which makes it the largest neglected effect among those sized.

## Numerical check

```python
"""Linear piezo-Hall effect of nondegenerate n-silicon, stress X and field B along z=[001].

Result under test (tension positive, fixed electron density, constant relaxation time):
  P = d ln R_H / dX = -(2/3) (K-1)^2 / ((K+2)(2K+1)) * Xi_u (s11-s12) / (kB T)
K = m_l/m_t (longitudinal/transverse valley mass), Xi_u = shear deformation potential,
s11, s12 = elastic compliances, R_H = E_y/(J_x B) = -r/(n e), r = Hall factor.
Reference side: orbit integrals over a thermal distribution for each valley pair,
Fermi populations at fixed density, inversion of the full tensor, finite differences.
"""
import numpy as np
from scipy.constants import e, k as kB, m_e, hbar, pi
from scipy.optimize import brentq

# Rough typical silicon parameters and a Hall plate
M_L, M_T = 0.92 * m_e, 0.19 * m_e
XI_U, XI_D = 9.0 * e, 1.0 * e              # J
S11, S12 = 7.7e-12, -2.1e-12               # 1/Pa
TAU, DENSITY, TEMP = 0.2e-12, 1e21, 300.0  # s, 1/m^3, K
FIELD, STRESS = 0.1, 50e6                  # T, Pa
CURRENT, THICK, WIDTH = 1e-4, 5e-6, 100e-6 # A, m, m
K = M_L / M_T

# Quadrature in u = sqrt(kinetic energy / kB T), and in time / tau
nodes, weights = np.polynomial.legendre.leggauss(80)
U, WU = 3.25 * (nodes + 1), 3.25 * weights
TIMES, WTIMES = np.polynomial.laguerre.laggauss(12)


def valley_tensor(axis, field, power=0.0, scale=1.0):
    """Conductivity per electron from orbit memory; tau = scale*TAU*(energy/kT)^power."""
    mass = np.full(3, M_T)
    mass[axis] = M_L
    cross = np.array([[0, field, 0], [-field, 0, 0], [0, 0, 0]])
    motion = -e * cross / mass[:, None]            # dv/dt = motion @ v
    lam, vec = np.linalg.eig(motion)
    inv_vec = np.linalg.inv(vec)
    x = U**2
    tau = scale * TAU * x**power
    prob = WU * 2 * U**2 * np.exp(-x) / (np.sqrt(pi) / 2)
    phase = np.exp(-lam[None, :, None] * tau[:, None, None] * TIMES)
    memory = tau[:, None] * (phase @ WTIMES)       # integral over past time
    mean = (prob * 2 * x / 3) @ memory
    path = ((vec * mean) @ inv_vec).real
    return e**2 * np.diag(1 / mass) @ path.T


def band_density(temp):
    """Effective density of states of all six valleys."""
    m_dos = (M_L * M_T**2) ** (1 / 3)
    return 12 * (m_dos * kB * temp / (2 * pi * hbar**2)) ** 1.5


def populations(stress, temp=TEMP):
    """Fractions in the x, y, z pairs for normal stresses along x, y, z."""
    compliance = np.full((3, 3), S12) + np.eye(3) * (S11 - S12)
    strain = compliance @ np.asarray(stress, float)
    energy = (XI_D * strain.sum() + XI_U * strain) / (kB * temp)

    def pairs(eta):
        occ = 1 / (np.exp(U[None, :]**2 - eta + energy[:, None]) + 1)
        return band_density(temp) / 3 * 2 / np.sqrt(pi) * (occ @ (2 * U**2 * WU))

    eta = brentq(lambda z: np.log(pairs(z).sum() / DENSITY), -60, 30, xtol=1e-13)
    filled = pairs(eta)
    return filled / filled.sum()


def resistivity(stress, field=0.01, temp=TEMP, power=0.0, scales=(1, 1, 1)):
    frac = populations(stress, temp)
    sigma = sum(frac[j] * valley_tensor(j, field, power, scales[j]) for j in range(3))
    return np.linalg.inv(DENSITY * sigma)


def hall(stress, field=0.01, **options):
    return resistivity(stress, field, **options)[1, 0] / field


def log_slope(function, direction, step=1e6):
    d = np.array(direction, float) * step
    return np.log(function(d) / function(-d)) / (2 * step)


def close(a, b, tol):
    assert abs(a - b) <= tol * abs(b), (a, b)


def piezo_hall(ratio, temp=TEMP):
    shape = (ratio - 1)**2 / ((ratio + 2) * (2 * ratio + 1))
    return -2 / 3 * shape * XI_U * (S11 - S12) / (kB * temp)


def hall_factor(f):
    return ((1 - f) * K + f * K**2) / ((1 - f) * (1 + K) / 2 + f * K)**2


def z_fraction(stress):
    return 1 / (1 + 2 * np.exp(XI_U * (S11 - S12) * stress / (kB * TEMP)))


# Tests of the main result and its companions
ALONG_Z = (0, 0, 1)
P = piezo_hall(K)
pi12 = (K - 1) / (2 * K + 1) / 3 * XI_U * (S11 - S12) / (kB * TEMP)
pi11 = -2 * pi12
P_num = log_slope(hall, ALONG_Z)
pi12_num = log_slope(lambda s: resistivity(s)[0, 0], ALONG_Z)
pi11_num = log_slope(lambda s: resistivity(s)[2, 2], ALONG_Z)
close(P_num, P, 2e-4)
close(pi12_num, pi12, 2e-4)
close(pi11_num, pi11, 2e-4)
close(P_num, pi11_num * (K - 1) / (K + 2), 2e-4)
close(log_slope(hall, (1, 0, 0)), -P / 2, 2e-4)      # stress across the field
close(log_slope(hall, (-1, -1, 0)), P, 2e-4)         # in-plane biaxial compression
close(log_slope(lambda s: hall(s, temp=400.0), ALONG_Z), P * TEMP / 400, 2e-4)

# Single-valley tensor, unstressed Hall factor, and finite stress up to both limits
mu_l, mu_t = e * TAU / M_L, e * TAU / M_T
single = valley_tensor(0, 0.01)
close(single[0, 0], e * mu_l, 1e-4)
close(single[1, 0], e * mu_l * mu_t * 0.01, 1e-4)
close(single[0, 1], -e * mu_l * mu_t * 0.01, 1e-4)
r0 = 3 * K * (K + 2) / (2 * K + 1)**2
r_empty = 4 * K / (1 + K)**2
close(-hall((0, 0, 0)) * DENSITY * e, r0, 1e-4)
for big in (-3e9, -3e8, 3e8, 3e9):
    close(-hall((0, 0, big)) * DENSITY * e, hall_factor(z_fraction(big)), 2e-4)
close(-hall((0, 0, -3e9)) * DENSITY * e, 1.0, 1e-3)
close(-hall((0, 0, 3e9)) * DENSITY * e, r_empty, 1e-3)

# A common energy-dependent tau changes the Hall factor but not P
r_ratio = hall((0, 0, 0), power=-0.5) / hall((0, 0, 0))
close(r_ratio, 3 * pi / 8, 1e-3)
close(log_slope(lambda s: hall(s, power=-0.5), ALONG_Z), P, 1e-3)

# Response to valley-dependent tau: z pair +t, x and y pairs -t/2
t = 1e-3
up = hall((0, 0, 0), scales=(1 - t / 2, 1 - t / 2, 1 + t))
down = hall((0, 0, 0), scales=(1 + t / 2, 1 + t / 2, 1 - t))
tau_response = np.log(up / down) / (2 * t)
close(tau_response, 3 * K * (K - 1) / ((K + 2) * (2 * K + 1)), 2e-4)
repop_response = (K - 1)**2 / ((K + 2) * (2 * K + 1))   # per relative change of z population
close(tau_response / repop_response, 3 * K / (K - 1), 2e-4)

# Neglected effect: stress-dependent intervalley scattering.
# Rate = sqrt(x) (acoustic) + coupling * f-phonon terms, x = kinetic energy / kB T.
PHONON = 0.050 * e
H = 25 / 40000
X_GRID = (np.arange(40000) + 0.5) * H


def intervalley_logs(stress, coupling):
    """ln|R_H| and ln(rho_xx), up to constants, with stress-dependent tau."""
    delta = XI_U * (S11 - S12) * stress / (kB * TEMP)
    y = PHONON / (kB * TEMP)
    bose = 1 / np.expm1(y)

    def transfer(shift):
        absorb = np.sqrt(np.maximum(X_GRID + y + shift, 0))
        emit = np.sqrt(np.maximum(X_GRID - y + shift, 0))
        return bose * absorb + (bose + 1) * emit

    tau_z = 1 / (np.sqrt(X_GRID) + coupling * transfer(delta))
    tau_x = 1 / (np.sqrt(X_GRID) + coupling / 2 * (transfer(-delta) + transfer(0)))
    w = X_GRID**1.5 * np.exp(-X_GRID) * H
    fz = z_fraction(stress)
    fx = (1 - fz) / 2
    cond = fx * (1 + K) * (w @ tau_x) + fz * K * (w @ tau_z)
    hall_sum = fx * 2 * K * (w @ tau_x**2) + fz * K**2 * (w @ tau_z**2)
    return np.array([np.log(hall_sum / cond**2), -np.log(cond)])


def intervalley_slopes(coupling, step=1e7):
    return (intervalley_logs(step, coupling) - intervalley_logs(-step, coupling)) / (2 * step)


bare = intervalley_slopes(0.0)
close(bare[0], P, 1e-3)
close(bare[1], pi12, 1e-3)
couplings = (0.5, 1.0, 2.0)
inter = [intervalley_slopes(c) for c in couplings]
sizes = [abs(P)] + [abs(v[0]) for v in inter]
assert all(b > a for a, b in zip(sizes, sizes[1:]))
assert all(v[0] / P > v[1] / pi12 > 1 for v in inter)   # Hall effect is hit harder

# Worked example
zero = (0, 0, 0)
load = (0, 0, STRESS)
frac = populations(load)
split = XI_U * (S11 - S12) * STRESS
rho0 = resistivity(zero)[0, 0]
mobility = 1 / (DENSITY * e * rho0)
R0 = hall(zero)
V0 = R0 * CURRENT * FIELD / THICK
full_change = hall(load) / hall(zero) - 1
full_minus = hall((0, 0, -STRESS)) / hall(zero) - 1
e_field = rho0 * CURRENT / (THICK * WIDTH)
heating = 2 / 3 * e * mobility * e_field**2 * 0.3e-12 / (kB * TEMP)
b_shift = hall(zero, FIELD) / hall(zero, 0.001) - 1
neutral = 2 * DENSITY / band_density(TEMP) * np.exp(0.045 * e / (kB * TEMP))
HOT = 398.0
intrinsic = band_density(HOT) * np.exp(-1.1 * e / (2 * kB * HOT))

print(f"Inputs: m_l = {M_L/m_e:.2f} m_e, m_t = {M_T/m_e:.2f} m_e, K = {K:.3f}")
print(f"Xi_u = {XI_U/e:.1f} eV; s11 = {S11*1e12:.1f}, s12 = {S12*1e12:.1f} 1/TPa")
print(f"tau = {TAU*1e12:.2f} ps, n = {DENSITY*1e-6:.1e} cm^-3, T = {TEMP:.0f} K")
print(f"B = {FIELD*1e3:.0f} mT, X = {STRESS/1e6:.0f} MPa, I = {CURRENT*1e3:.1f} mA")
print(f"Plate thickness = {THICK*1e6:.0f} um, width = {WIDTH*1e6:.0f} um")
print(f"kB T = {kB*TEMP/e*1e3:.2f} meV")
print(f"Valley splitting E_z-E_x = {split/e*1e3:.2f} meV = {split/(kB*TEMP):.4f} kB T")
print(f"Pair populations under X: x {frac[0]:.4f}, y {frac[1]:.4f}, z {frac[2]:.4f}")
print(f"Mobilities: mu_l = {mu_l*1e4:.0f}, mu_t = {mu_t*1e4:.0f} cm2/Vs")
print(f"Conductivity mobility = {mobility*1e4:.0f} cm2/Vs")
print(f"Resistivity = {rho0*100:.2f} ohm cm")
print(f"Hall factor: unstressed {r0:.4f}, z valleys empty {r_empty:.4f}, only z filled 1")
print(f"R_H unstressed = {R0*1e6:.0f} cm3/C")
print(f"pi11 = {pi11*1e9:.4f} 1/GPa, pi12 = {pi12*1e9:.4f} 1/GPa")
print(f"P formula = {P*1e9:.4f} 1/GPa = {P*1e10:.2f} % per 100 MPa")
print(f"P from orbits and finite differences = {P_num*1e9:.4f} 1/GPa")
print(f"P for stress along x, B along z = {-P/2*1e9:.4f} 1/GPa")
print(f"Hall voltage unstressed = {V0*1e3:.3f} mV")
print(f"Linear relative change P*X = {P*STRESS*100:.3f} %")
print(f"Hall voltage change (magnitude) = {abs(V0)*P*STRESS*1e3:.4f} mV")
print(f"Apparent field change = {FIELD*P*STRESS*1e3:.3f} mT")
print("Neglected effects:")
print(f"Full change at +X = {full_change*100:.3f} %, at -X = {full_minus*100:.3f} %")
print(f"Weight of tau change relative to repopulation 3K/(K-1) = {3*K/(K-1):.3f}")
print(f"Intervalley model: f-phonon energy = {PHONON/e*1e3:.0f} meV (rough)")
for c, v in zip(couplings, inter):
    print(f" coupling {c:.1f}: P = {v[0]*1e9:.3f} 1/GPa ({v[0]/P:.2f} x), "
          f"pi12 = {v[1]*1e9:.3f} 1/GPa ({v[1]/pi12:.2f} x)")
print(f"tau_t/tau_l = 1.1 instead of 1: P changes by {(piezo_hall(1.1*K)/P-1)*100:.1f} %")
print(f"Common tau ~ energy^(-1/2): Hall factor times {r_ratio:.4f}, P unchanged")
print(f"Finite B: relative change of R_H at {FIELD*1e3:.0f} mT = {b_shift:.1e}")
print(f"Degeneracy: n/N_c = {DENSITY/band_density(TEMP):.1e}")
print(f"Neutral donor fraction (45 meV level, rough) = {neutral:.1e}")
print(f"Driving field = {e_field/100:.1f} V/cm")
print(f"Carrier heating dT/T (energy relaxation 0.3 ps, rough) = {heating:.1e}")
print(f"Dimension changes add 2*s12 = {2*S12*1e9:.4f} 1/GPa to d ln V_H/dX")
print(f"At {HOT:.0f} K: P = {piezo_hall(K, HOT)*1e9:.4f} 1/GPa")
print(f"At {HOT:.0f} K: n_i/n (gap 1.1 eV, N_v = N_c, rough) = {intrinsic/DENSITY:.1e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Inputs: m_l = 0.92 m_e, m_t = 0.19 m_e, K = 4.842
Xi_u = 9.0 eV; s11 = 7.7, s12 = -2.1 1/TPa
tau = 0.20 ps, n = 1.0e+15 cm^-3, T = 300 K
B = 100 mT, X = 50 MPa, I = 0.1 mA
Plate thickness = 5 um, width = 100 um
kB T = 25.85 meV
Valley splitting E_z-E_x = 4.41 meV = 0.1706 kB T
Pair populations under X: x 0.3517, y 0.3517, z 0.2966
Mobilities: mu_l = 382, mu_t = 1851 cm2/Vs
Conductivity mobility = 1362 cm2/Vs
Resistivity = 4.58 ohm cm
Hall factor: unstressed 0.8707, z valleys empty 0.5675, only z filled 1
R_H unstressed = -5434 cm3/C
pi11 = -0.8179 1/GPa, pi12 = 0.4090 1/GPa
P formula = -0.4593 1/GPa = -4.59 % per 100 MPa
P from orbits and finite differences = -0.4593 1/GPa
P for stress along x, B along z = 0.2296 1/GPa
Hall voltage unstressed = -10.869 mV
Linear relative change P*X = -2.296 %
Hall voltage change (magnitude) = -0.2496 mV
Apparent field change = -2.296 mT
Neglected effects:
Full change at +X = -2.360 %, at -X = 2.220 %
Weight of tau change relative to repopulation 3K/(K-1) = 3.781
Intervalley model: f-phonon energy = 50 meV (rough)
 coupling 0.5: P = -0.647 1/GPa (1.41 x), pi12 = 0.472 1/GPa (1.15 x)
 coupling 1.0: P = -0.756 1/GPa (1.65 x), pi12 = 0.511 1/GPa (1.25 x)
 coupling 2.0: P = -0.886 1/GPa (1.93 x), pi12 = 0.559 1/GPa (1.37 x)
tau_t/tau_l = 1.1 instead of 1: P changes by 8.6 %
Common tau ~ energy^(-1/2): Hall factor times 1.1781, P unchanged
Finite B: relative change of R_H at 100 mT = -1.6e-05
Degeneracy: n/N_c = 3.6e-05
Neutral donor fraction (45 meV level, rough) = 4.2e-04
Driving field = 91.7 V/cm
Carrier heating dT/T (energy relaxation 0.3 ps, rough) = 8.9e-05
Dimension changes add 2*s12 = -0.0042 1/GPa to d ln V_H/dX
At 398 K: P = -0.3462 1/GPa
At 398 K: n_i/n (gap 1.1 eV, N_v = N_c, rough) = 4.5e-03
ALL CHECKS PASSED
```
